# Jacobian-free Newton–Krylov SCF with noisy diagonalization: difference step and forcing

## The situation

Electrons confined between two grounded metal plates screen any charge placed among them. In a self-consistent-field (SCF) calculation this screening makes iteration difficult: a small but smooth error in the input density creates a long-range potential, and in a slab many screening lengths wide the electrons can answer with a much larger change of the output density. Newton's method handles this response correctly, but needs the Jacobian, which is expensive to form. A Krylov solver needs only its action on vectors, and that can be had by subtracting two output densities.

Each output density comes from an iterative eigensolver stopped at a finite tolerance. If the two inputs are too close, the difference is mostly eigensolver noise; if they are too far apart, it is no longer a derivative. This note derives the best separation and the accuracy to ask of the linear solver.

## Model and conventions

Let $n_0$ be a fixed reference density and $u=n/n_0$. The norm is the root mean square over the cell, $\|a\|^2=L^{-1}\int_0^L a^2\,dz$. The positive background is $u_b(z)$, and the potential energy $V$ of an electron obeys

$$-\frac{d^2V}{dz^2}=\frac{e^2n_0}{\varepsilon_0}(u-u_b),\qquad V(0)=V(L)=0 .$$

Its solution is written $V=K(u-u_b)$, where $K$ is linear and has the unit joule. Exchange and correlation are left out.

The orbitals $\psi_i(z)$, real and zero at the plates, have energies $E_i$ in this potential. Motion along the plates is free, so each subband holds, with spin,

$$N_i=2\int\frac{d^2k}{(2\pi)^2}\,\frac{1}{1+e^{(E_i+\hbar^2k^2/2m-\mu)/k_BT}}
=Dk_BT\ln\!\left(1+e^{(\mu-E_i)/k_BT}\right)$$

electrons per area, with $D=m/(\pi\hbar^2)$. The second form follows from $d^2k=2\pi k\,dk$ and $k\,dk=m\,d\epsilon/\hbar^2$. The Fermi level $\mu$ is set by the fixed total $\sum_iN_i$. The output density is $F(u)=n_0^{-1}\sum_iN_i\psi_i^2$, and the equation to solve is

$$R(u)=F(u)-u=0 .$$

## The Jacobian

A change $v$ of the input changes the potential by $Kv$. Let $W_{ij}=\langle\psi_i|Kv|\psi_j\rangle$. First-order perturbation theory gives $\delta\psi_i=\sum_{j\ne i}\psi_jW_{ji}/(E_i-E_j)$, so

$$n_0\,\delta F=\sum_{i\neq j}\frac{2N_i}{E_i-E_j}W_{ij}\psi_i\psi_j+\sum_i\delta N_i\,\psi_i^2 .$$

Averaging the first sum with its copy in which $i$ and $j$ are exchanged replaces $2N_i$ by $N_i-N_j$. For the second, $\partial N_i/\partial E_i=-Df_i$ with $f_i=1/(1+e^{(E_i-\mu)/k_BT})$, hence $\delta N_i=-Df_i(W_{ii}-\delta\mu)$. Charge conservation, $\sum_i\delta N_i=0$, fixes $\delta\mu=\sum_if_iW_{ii}/\sum_if_i$. Thus

$$\chi_0Kv=\frac1{n_0}\left[\sum_{i\ne j}\frac{N_i-N_j}{E_i-E_j}W_{ij}\psi_i\psi_j-D\sum_if_i(W_{ii}-\delta\mu)\psi_i^2\right],\qquad J=\chi_0K-1 .$$

Here $\chi_0$ includes the shift of the Fermi level. A Newton step solves $Js=-R$.

In this Hartree model $J$ cannot become singular. $N_i$ falls with rising $E_i$, so the off-diagonal weights are negative. The diagonal part contributes $-D[\sum f_iW_{ii}^2-(\sum f_iW_{ii})^2/\sum f_i]$ to the quadratic form of $\chi_0$, which is not positive by the Cauchy–Schwarz inequality. So $\chi_0\le0$. Since $K$ is positive, $\chi_0K$ has the same eigenvalues as $K^{1/2}\chi_0K^{1/2}\le0$, and those of $J$ are at most $-1$. An attractive exchange-correlation kernel removes this guarantee.

## The best difference step

Let the computed density be $F+e$, with $\|e\|\le\varepsilon$ at every call. For a direction $v$, Taylor expansion gives

$$\frac{(F+e)(u+hv)-(F+e)(u)}{h}-\chi_0Kv=\frac{e(u+hv)-e(u)}{h}+\frac h2F''[v,v]+O(h^2).$$

With $M=\|F''[v,v]\|$, the triangle inequality bounds the error, to leading order in $h$, by

$$B(h)=\frac{2\varepsilon}{h}+\frac{hM}{2}.$$

Setting $B'(h)=-2\varepsilon/h^2+M/2$ to zero gives

$$h^*=2\sqrt{\varepsilon/M},\qquad B(h^*)=\sqrt{\varepsilon M}+\sqrt{\varepsilon M}=2\sqrt{\varepsilon M}.$$

This is a minimum because $B''=4\varepsilon/h^3>0$. The step does scale as the square root of the noise, but the factor $2/\sqrt M$ matters when the Coulomb response is strong.

**Random noise.** If the two errors are independent, have zero mean and rms norm $\sigma$, their squares add:

$$\langle\|\text{error}\|^2\rangle=\frac{2\sigma^2}{h^2}+\frac{h^2M^2}{4}.$$

The derivative with respect to $h^2$ vanishes at $h^4=8\sigma^2/M^2$, so $h=8^{1/4}\sqrt{\sigma/M}\approx1.68\sqrt{\sigma/M}$. Both terms then equal $\sigma M/\sqrt2$, and the rms error is $2^{1/4}\sqrt{\sigma M}$. The scaling is that of the worst case.

**Central differences.** The quotient $[F(u+hv)-F(u-hv)]/2h$ has the bound $\varepsilon/h+h^2M_3/6$, with $M_3=\|F'''[v,v,v]\|$. Its minimum is at $h=(3\varepsilon/M_3)^{1/3}$, where the bound is $3\varepsilon/(2h)\propto\varepsilon^{2/3}$. This is a better power than $\varepsilon^{1/2}$, at two new diagonalizations per vector instead of one.

### Which noise?

$\varepsilon$ is the noise of the density, not of the energy. Let a computed orbital be $(\psi_i+c\varphi)/\sqrt{1+c^2}$, with $\varphi$ normalized and orthogonal to $\psi_i$. Its density is $\psi_i^2+2c\,\psi_i\varphi+O(c^2)$. Its energy is

$$\frac{E_i+c^2\langle\varphi|H|\varphi\rangle}{1+c^2}=E_i+c^2\left(\langle\varphi|H|\varphi\rangle-E_i\right)+O(c^4),$$

without a linear term because $\langle\varphi|H|\psi_i\rangle=0$. An energy error $\delta E$ therefore goes with a density error of order $\sqrt{\delta E}$, and the step scales as $\delta E^{1/4}$.

### One potential amplitude for all vectors

The density $F$ depends on $u$ only through $V$, and $V$ is linear in $u$. Hence $F''[v,v]$ is quadratic in $Kv$, and one may write $M=M_V\|Kv\|^2$. $M_V$ still depends on the shape of $Kv$. Taking it from one calibration direction turns $h^*$ into a rule for every vector:

$$h\,\|Kv\|=\delta V,\qquad \delta V=2\sqrt{\varepsilon/M_V}.$$

A smooth $v$, which makes a large potential, gets a small $h$; a rapidly varying $v$ gets a large one. The step is the best one only for vectors that share the calibrated $M_V$. If the true value for some vector is $qM_V$, its error bound is $(1+q)\sqrt{\varepsilon M_V}\,\|Kv\|$: a smaller curvature does no harm beyond a step shorter than the best, while a much larger one calls for a new calibration. With an exchange-correlation potential $V_{xc}(u)$ and its derivative $f_{xc}$, the potential changes by $(K+f_{xc})v$ to first order. This sum then replaces $Kv$ in the quadratic part of $F''[v,v]$, and a further term $\chi_0V_{xc}''[v,v]$ appears, so the rule has to be checked again.

Both constants can be measured from the noisy solver:

- For $\varepsilon$, repeat the diagonalization at one density from fresh random starts. The rms difference of two results, divided by $\sqrt2$, estimates $\sigma$. The bound needs a somewhat larger number.
- For $M$, take $\|F(u+Hv)-2F(u)+F(u-Hv)\|/H^2$. Its noise is at most $4\varepsilon/H^2$ and its truncation error at most $H^2M_4/12$, with $M_4$ the norm of the fourth derivative along $v$. The sum is smallest at $H=(48\varepsilon/M_4)^{1/4}$, so $H$ must be much larger than $h^*$.

## What noise does to the linear solver

GMRES starts from $v_1=-R/r$ with $r=\|R\|$. Each difference quotient gives $w_j=Jv_j+\Delta_j$, where $\Delta_j$ is its error. Orthogonalizing $w_j$ against the earlier vectors produces $v_{j+1}$ and the coefficients $w_j=\sum_{i\le j+1}v_iH_{ij}$. For $s=\sum_jy_jv_j$ the computed linear residual is

$$\rho=R+\sum_jy_jw_j=\sum_iv_i\,(Hy-r\,e_1)_i ,$$

where $e_1$ is the first unit vector. Its norm is minimized by a small least-squares problem for $y$. The true linear residual is $R+Js=\rho-\sum_jy_j\Delta_j$, so to leading order

$$\|R+Js\|\le\|\rho\|+\sum_j|y_j|\left(\frac{2\varepsilon}{h_j}+\frac{h_jM_j}{2}\right).$$

With the potential rule, and $M_V$ taken as common to all vectors, each bracket equals $2\sqrt{\varepsilon M_V}\,\|Kv_j\|$. GMRES can push $\|\rho\|$ down further, but the sum stays. A forcing term well below this floor buys extra diagonalizations and no assured gain in the true residual.

## Forcing terms

The Krylov solver stops when $\|\rho\|\le\eta_kr_k$, with $r_k=\|R(u_k)\|$. Leave noise aside for the moment. Since

$$R(u+s)=R+Js+\tfrac12F''[s,s]+\dots,$$

the new residual obeys $r_{k+1}\le\eta_kr_k+Cr_k^2$ near the solution. To see the second term, let $\|F''[s,s]\|\le\beta\|s\|^2$. From $s=J^{-1}(\rho-R)$ and $\eta_k\le1$ follows $\|s\|\le2\|J^{-1}\|r_k$, so $C=2\beta\|J^{-1}\|^2$ suffices at leading order.

The Eisenstat–Walker choice used here is

$$\eta_k=\gamma\left(\frac{r_k}{r_{k-1}}\right)^2,\qquad\gamma=0.9 .$$

It asks for an accurate linear solution only after Newton's method has shown that it converges fast. Define $t_k=r_{k+1}/r_k^2$ and divide the bound on $r_{k+1}$ by $r_k^2$:

$$t_k\le\gamma\frac{r_k}{r_{k-1}^2}+C=\gamma t_{k-1}+C .$$

Let $B_t=\max[t_0,C/(1-\gamma)]$. If $t_{k-1}\le B_t$, then $t_k\le\gamma B_t+(1-\gamma)B_t=B_t$. So $r_{k+1}\le B_tr_k^2$ for all later steps: convergence is at least quadratic once $B_tr_k<1$. The argument needs $\gamma<1$.

With noise, a relative floor $\phi$ of the linear residual adds $\phi r_k$, and the two computed residuals add up to $2\varepsilon$. Quadratic convergence is then no longer assured once $\phi$ exceeds $B_tr_k$; what remains is a linear reduction by about $\phi$ per step, until $r$ is comparable with $\varepsilon$. This stage is short: it begins near $r\approx\phi/B_t$, and since $\phi\propto\sqrt\varepsilon$, one step leads to about $\phi^2/B_t\propto\varepsilon$.

Far from the solution the step may need damping. For small $\lambda$,

$$R(u+\lambda s)=(1-\lambda)R+\lambda(R+Js)+O(\lambda^2),$$

whose norm is at most $[1-\lambda(1-\eta)]r+O(\lambda^2)$ if the true linear residual meets the goal $\eta r$. Some $\lambda$ therefore reduces the residual, as long as the reduction is not hidden by noise.

## Pseudocode

```
measure eps and M_V;  dV = 2*sqrt(eps/M_V)
F0 = F(u);  R = F0 - u;  r = |R|;  eta = 0.5
while r > target:                      # target = 20*eps
    v[1] = -R/r
    for j = 1, 2, ...:
        h = dV/|K v[j]|
        w = (F(u + h*v[j]) - F0)/h - v[j]
        orthogonalize w twice against v[1..j]
        store coefficients in H;  v[j+1] = w/|w|
        y = argmin |H y - r e1|
        if |H y - r e1| <= eta*r: leave loop
    s = sum_j y[j]*v[j];  lam = 1
    while |R(u+lam*s)| > (1 - 1e-4*lam*(1-eta))*r:
        lam = lam/2;  report failure if lam < 1e-3
    r_new = |R(u+lam*s)|
    guard = 0.9*(1 - lam*(1-eta))^2
    eta = 0.9*(r_new/r)^2
    if guard > 0.1: eta = max(eta, guard)
    eta = min(0.9, max(eta, 0.5*target/r_new))
    u = u + lam*s;  reuse the F and R just computed;  r = r_new
```

The guard stops one lucky early step from demanding an accurate linear solution too soon. The lower limit $0.5\,\text{target}/r$ stops the last step from being solved far beyond the target; it leaves half the target for the quadratic remainder and the noise.

**Cost.** A Newton step with $m_k$ Krylov vectors and no damping takes $m_k+1$ diagonalizations, plus one at the very start. The Krylov basis takes up to $m_k+1$ stored densities, and orthogonalization costs of order $m_k^2$ times the number of grid points.

## A worked case

The plates are $3.0$ nm apart, with 99 interior grid points, $n_0=5\times10^{27}\ \mathrm{m^{-3}}$ and $T=1000$ K, so $k_BT=1.381\times10^{-20}$ J. The background is $u_b=1-0.4\cos(2\pi z/L)+0.3\cos(\pi z/L)$; summed over the interior points it gives $1.491\times10^{19}$ electrons per $\mathrm{m^2}$. These are round model parameters. At this density $r_s=(3/4\pi n_0)^{1/3}$ is 6.9 Bohr radii, where exchange and correlation are not small; the case tests the solver and does not predict the density of a real metal film. The eigensolver is a subspace iteration from a random start, stopped when the occupation-weighted mean residual of the orbitals falls below a tolerance in joules. Full diagonalization on the same grid is the reference.

**The step.** The start is $u=u_b$, and $v$ is the normalized first residual. Then $\|Kv\|=1.927\times10^{-18}$ J, $\|\chi_0Kv\|=17.5$ and $M=85.0$: a small change of input along $v$ produces a change of output 17.5 times larger. For large changes the response is no longer linear and this factor does not apply. These values belong to the 99-point grid: with 199 and 399 points $M$ falls to 81.6 and 80.0, $\|\chi_0Kv\|$ to 17.2 and 17.1, and $\|Kv\|$ to $1.90$ and $1.88\times10^{-18}$ J. At tolerance $10^{-28}$ J the largest density error in 30 runs is $\varepsilon=2.44\times10^{-10}$. This sample maximum serves as an estimate of the bound; a later call may exceed it somewhat. It gives

$$h^*=2\sqrt{\frac{2.44\times10^{-10}}{85.0}}=3.39\times10^{-6},\qquad
2\sqrt{\varepsilon M}=2.88\times10^{-4}.$$

The largest error in 15 trials at $h^*$ is $1.88\times10^{-4}$, or $1.1\times10^{-5}$ of $\|\chi_0Kv\|$. A scan in half-decade steps finds its smallest error at $3.16\times10^{-6}$. There the random-noise formula, with $\sigma=1.69\times10^{-10}$, predicts noise $\sqrt2\sigma/h=7.5\times10^{-5}$ and truncation $hM/2=1.34\times10^{-4}$. Together they make $1.54\times10^{-4}$; the scan gives $1.51\times10^{-4}$.

The bare choice $h=\sqrt\varepsilon=1.56\times10^{-5}$ is too long by $\sqrt M/2=4.6$, and its error is $6.6\times10^{-4}$, nearly all truncation.

At the looser tolerance $10^{-23}$ J, $\varepsilon$ is $9.0\times10^4$ times larger. The square-root law predicts a best step 300 times longer; the scan, limited to half-decades, gives 316. Here the square root of machine precision, $h=1.49\times10^{-8}$, gives an error of 929, which is 53 times the derivative itself. At $h^*=1.02\times10^{-3}$ the largest error is $0.053$, or 0.3 % of the derivative.

**Energy against density noise.** Between tolerances $10^{-21}$ and $10^{-23}$ J the density noise falls by a factor 78 and the energy noise by about 2600, which is the power 1.81. The one-orbital argument gives 2. The origin of the difference is not examined here.

**The SCF run.** Noisy second differences reproduce $M=85.0$; $\varepsilon$ is the value above, measured against full diagonalization rather than from repeated runs. The potential amplitude is

$$\delta V=h^*\|Kv\|=6.5\times10^{-24}\ \mathrm J=4.1\times10^{-5}\ \mathrm{eV},$$

far below $k_BT$. The target is $20\varepsilon=4.9\times10^{-9}$. No step needed damping.

| $r_k$ | $\eta_k$ | vectors | true $\Vert R+Js\Vert/r_k$ |
|---|---|---|---|
| $3.4\times10^{-1}$ | $0.50$ | 2 | $0.50$ |
| $1.7\times10^{-1}$ | $0.23$ | 5 | $0.13$ |
| $3.2\times10^{-2}$ | $3.3\times10^{-2}$ | 7 | $1.3\times10^{-2}$ |
| $4.9\times10^{-4}$ | $2.1\times10^{-4}$ | 11 | $1.3\times10^{-4}$ |
| $7.4\times10^{-8}$ | $3.3\times10^{-2}$ | 7 | $2.0\times10^{-2}$ |

The second forcing term comes from the guard, $0.9\times0.5^2=0.225$. The fourth comes from the main rule, $0.9\,(4.92\times10^{-4}/3.22\times10^{-2})^2=2.1\times10^{-4}$. The last is the lower limit near the target. The ratios $r_{k+1}/r_k^2$ of the first four steps are 1.4, 1.1, 0.47 and 0.31, bounded as quadratic convergence requires. The last step is deliberately linear and ends at $1.5\times10^{-9}$, which full diagonalization confirms. The count is $1+(2+5+7+11+7)+5=38$ diagonalizations.

With $\eta=10^{-6}$ fixed, the run takes four Newton steps and 57 diagonalizations. Its computed linear residuals meet the goal, but the true one, evaluated with the analytic $\chi_0K$, is as large as $1.2\times10^{-4}r$ in one step. The excess is the difference error of the Krylov columns. In both runs every step passed the test that the true residual stays below the computed one plus the noise sum. The saving of one third belongs to this model and this pair of settings; part of it comes from the lower limit on $\eta$, which the fixed run lacks. With the limit the fixed run needs about 54 diagonalizations, and without it the adaptive run needs about 45. A moderate fixed value, $\eta=10^{-3}$ with the limit, needs about 44, so against a well-chosen fixed $\eta$ the saving is only about one seventh.

## Failure modes

- **Low temperature.** Since $\partial^2N_i/\partial E_i^2=Df_i(1-f_i)/k_BT$, a subband edge at the Fermi level contributes a curvature proportional to $(W_{ii}-\delta\mu)^2/T$. It grows as $1/T$, but it matters only for directions that shift the edge relative to the Fermi level, so a calibration direction can miss it: with the electron number of the worked case changed to put the fifth edge at the Fermi level, $M$ along the same $v$ rises only from 90 at 1000 K to 119 at 10 K. At $T=0$, $N_i$ has a kink there and the Taylor expansion fails. In such a case the rule needs a step that shifts this edge, relative to the Fermi level, by much less than $k_BT$.
- **Correlated noise.** If the eigensolver restarts from the same orbitals, repeated runs may agree and make $\varepsilon$ look too small. An error common to both densities cancels in the difference, but it still shifts the converged density.
- **Changing noise or curvature.** $\varepsilon$ and $M_V$ are measured at the first density. If the spectrum changes much during the run, measure them again.
- **Target too low.** When $r$ approaches $\varepsilon$, the damping test compares noise with noise. Tighten the eigensolver, and recompute $\delta V$, before lowering the target.
- **Nearly singular Jacobian.** With exchange and correlation the Jacobian is $\chi_0(K+f_{xc})-1$. If an eigenvalue of $\chi_0(K+f_{xc})$ comes close to 1, $\|J^{-1}\|$ and hence $C$ grow, and the region in which the bound assures quadratic convergence shrinks.

Every second point of the step scan, one per decade, and the remaining values are in the numerical output below.

## Table of computed values

```
plate distance 3.0 nm, grid spacing 0.030 nm
reference density n0 5.0e+27 m^-3
sheet density 1.4910e+19 m^-2
temperature 1000 K, kT 1.3806e-20 J
first residual norm 0.3437
|K v| 1.9266e-18 J
|chi0 K v| 17.5005
central difference, relative deviation 2.2e-08
curvature M 8.5046e+01
truncation error / (h M/2) 1.0002
tol 1e-21 J: density noise 1.05e-03, energy 1.62e-24 J
tol 1e-23 J: density noise 1.35e-05, energy 6.18e-28 J
energy noise ~ (density noise)^p, p = 1.806
tol 1e-23 J: eps max 2.201e-05, rms 1.254e-05
  rms noise from repeated runs 1.129e-05
  h* 1.017e-03, best scanned step 1.00e-03
  error at h*: largest 5.309e-02, bound 8.653e-02
  error at h = sqrt(eps) = 4.69e-03: 2.037e-01
  error at h = 1.49e-08: 9.294e+02
tol 1e-28 J: eps max 2.439e-10, rms 1.687e-10
  rms noise from repeated runs 1.538e-10
  h* 3.387e-06, best scanned step 3.16e-06
  error at h*: largest 1.883e-04, bound 2.880e-04
  error at h = sqrt(eps) = 1.56e-05: 6.641e-04
  error at h = 1.49e-08: 1.783e-02
step h, rms error at tol 1e-23 J, at tol 1e-28 J
  3.16e-08  5.158e+02  8.434e-03
  3.16e-07  6.285e+01  8.175e-04
  3.16e-06  5.250e+00  1.512e-04
  3.16e-05  5.167e-01  1.345e-03
  3.16e-04  5.555e-02  1.346e-02
  3.16e-03  1.365e-01  1.363e-01
  3.16e-02  1.586e+00  1.586e+00
M from noisy densities 8.5047e+01
potential step 6.525e-24 J = 4.073e-05 eV
target residual 4.88e-09
Eisenstat-Walker: |R|, eta, inner steps, damping, true |R+Js|/|R|
  3.44e-01 5.00e-01  2 1.000 4.95e-01
  1.68e-01 2.25e-01  5 1.000 1.33e-01
  3.22e-02 3.32e-02  7 1.000 1.29e-02
  4.92e-04 2.10e-04 11 1.000 1.29e-04
  7.42e-08 3.29e-02  7 1.000 1.96e-02
  final |R| 1.48e-09, by full diagonalization 1.45e-09
diagonalizations, Eisenstat-Walker 38
fixed eta 1e-06: diagonalizations 57, Newton steps 4
  largest true |R+Js|/|R| 1.21e-04, final |R| 6.99e-10
difference of the two solutions 1.0e-09
worst-case recursion: order 1.9995, r'/r^2 27.18, limit 30.00
```
